# The Ehrlich-Schwoebel Length Against Terrace Width: Crossover Temperature and First Correction

## The situation

During step-flow growth from a vapour, atoms land on the flat terraces of a crystal surface and hop about until a step captures them. An atom on a terrace bounded by one ascending and one descending step can end at either. To join the ascending step it walks up to its foot. To join the descending step by hopping, it must pass over the edge, where it temporarily has fewer neighbours, and this can cost an extra energy $E_{ES}$, the Ehrlich-Schwoebel barrier.

An atom turned back at the edge may try again, so a barrier larger than $k_BT$ does not by itself decide where atoms go. The terrace width matters too: on a wide terrace, the walk to the edge may hinder descent more than the edge does. The Ehrlich-Schwoebel length $\ell$ expresses the resistance of the edge as an equivalent length of terrace. The question is at what temperature $\ell$ equals a terrace of 100 lattice spacings when $E_{ES}=0.10$ eV.

## The hopping model

The steps are straight, and $a$ is the lattice spacing. Number the rows of sites parallel to the steps by $i$. Site $0$ is the foot of the ascending step, and site $N+1$ is the foot of the descending step, on the terrace below. Both capture atoms irreversibly. Sites $1,\dots,N$ lie between them, so the distance between capture sites is

$$L=(N+1)a=Ma .$$

Here $M=100$ means $N=99$. Adatoms are taken as independent, and both re-evaporation and the nucleation of islands on the terrace are left out. The steps are held fixed. This is justified when they advance slowly compared with diffusion across the terrace, that is, when the deposition rate per site times $M^2$ is much smaller than the hop rate.

The rate of a terrace hop in one given direction is $h$, and the rate of descent from site $N$ is $h'$:

$$h=\nu e^{-E_d/k_BT},\qquad h'=\nu' e^{-(E_d+E_{ES})/k_BT},$$

where $E_d$ is the terrace diffusion barrier. There is one descent path per edge site, just as there is one forward hop per terrace site. The hop onto site $0$ has the ordinary rate $h$. The ratio

$$r=\frac{h}{h'}=\frac{\nu}{\nu'}\,e^{E_{ES}/k_BT}$$

does not contain $E_d$. Equal prefactors, $\nu=\nu'$, are assumed until stated otherwise.

## The length that represents the edge

Consider a steady current $J$ of atoms towards the descending step, with no deposition between the sites. Let $n_i$ be the mean occupation of site $i$. Between neighbouring terrace sites, the net current is the forward rate minus the backward rate:

$$J=h n_i-h n_{i+1}\quad\Rightarrow\quad n_i-n_{i+1}=\frac{J}{h}.$$

The occupation therefore falls by the same amount at every hop. At the edge there is no return, so $J=h'n_N$, or $n_N=J/h'=rJ/h$. Counting back from site $N$ gives

$$n_i=n_N+(N-i)\frac{J}{h}=\frac{J}{h}\,(N+r-i).$$

Continued beyond the edge, this straight line reaches zero at $i=N+r$. The capture site is at $i=N+1$. The distance from the capture site to the zero is the Ehrlich-Schwoebel length:

$$\ell=a\,[(N+r)-(N+1)]=a(r-1)=a\left(e^{E_{ES}/k_BT}-1\right).$$

The $-1$ has a plain origin. One ordinary hop is needed to leave site $N$ even without a barrier, and that hop is already counted in $L$. Hence $\ell=0$ when $E_{ES}=0$.

## Leading order and first correction

For $E_{ES}\gg k_BT$ the exponential dominates and

$$\ell\simeq a\,e^{E_{ES}/k_BT}.$$

This form is too large by one spacing, an error of $a/\ell$ relative to the full $\ell$. It fails in the opposite limit. For $k_BT\gg E_{ES}$, expanding the exponential gives $\ell\simeq aE_{ES}/k_BT$, which tends to zero, while the leading form tends to $a$.

Setting the leading form equal to $Ma$ gives the leading crossover temperature:

$$e^{E_{ES}/k_BT_0}=M\quad\Rightarrow\quad T_0=\frac{E_{ES}}{k_B\ln M}.$$

With the full length, the condition is $e^{E_{ES}/k_BT^*}=1+M$, so

$$T^*=\frac{E_{ES}}{k_B\ln(1+M)} .$$

To see how the two differ for large $M$, write $\ln(1+M)=\ln M+\ln(1+1/M)$ and expand the last logarithm as $1/M-1/(2M^2)+\dots$. Then

$$T^*=\frac{T_0}{1+\dfrac{\ln(1+1/M)}{\ln M}}
= T_0\left[1-\frac{1}{M\ln M}+O\!\left(\frac{1}{M^2\ln M}\right)\right].$$

The correction is negative because the full length is shorter than its leading form, so the surface must be slightly colder to reach the same $\ell$.

For the numbers, $k_B=8.6173\times10^{-5}$ eV/K and $\ln 100=4.605$:

$$T_0=\frac{0.10}{8.6173\times10^{-5}\times4.605}\ \text{K}=252.0\ \text{K}.$$

The first correction is $-252.0/(100\times4.605)$ K $=-0.55$ K. The full formula, with $\ln101=4.615$, gives $T^*=251.4$ K, where $k_BT^*=0.0217$ eV.

Since $\ell$ decreases as $T$ rises, it exceeds the terrace width below $T^*$ and is smaller above it. Under the stated assumptions, the crossover lies near 250 K. The decimals serve to show the size of the correction; they are not a claim about any real surface.

## What changes when the two lengths are equal

The comparison of $\ell$ with $L$ gains a direct meaning from the fate of deposited atoms. Let $q_i$ be the probability that an atom now on site $i$ eventually descends. An atom at site $0$ has been captured by the ascending step, so $q_0=0$. For $1\le i\le N-1$, hops to the left and right are equally likely:

$$q_i=\tfrac12(q_{i-1}+q_{i+1})\quad\Rightarrow\quad q_{i+1}-q_i=q_i-q_{i-1}.$$

Equal differences and $q_0=0$ mean $q_i=ci$ with a constant $c$. Hops along the step leave $i$ unchanged and so do not alter this result.

At site $N$ the atom returns to $N-1$ at rate $h$ or descends at rate $h'$. Weighting each outcome by its rate gives

$$(h+h')q_N=h q_{N-1}+h'
\quad\Rightarrow\quad h(q_N-q_{N-1})=h'(1-q_N).$$

Insert $q_N-q_{N-1}=c$ and $q_N=cN$, and divide by $h'$:

$$rc=1-cN\quad\Rightarrow\quad c=\frac{1}{N+r},\qquad q_i=\frac{i}{N+r}.$$

For atoms landing uniformly on sites $1$ to $N$, the share that descends is

$$p=\frac1N\sum_{i=1}^{N}\frac{i}{N+r}
=\frac1N\,\frac{N(N+1)/2}{N+r}
=\frac{N+1}{2(N+r)}.$$

Because $N+r=(N+1)+(r-1)=(L+\ell)/a$, this becomes

$$p=\frac{L}{2(L+\ell)} .$$

Without a barrier, half the atoms go each way. At $\ell=L$ the share is $1/4$. The temperature $T^*$ is thus where the barrier has halved the downward share, and nothing abrupt happens there.

## The two sides of the crossover

Well above $T^*$, where $\ell\ll L$, expansion in $\ell/L$ gives

$$p=\frac12\,\frac{1}{1+\ell/L}=\frac12\left(1-\frac{\ell}{L}+\dots\right).$$

The edge is then a small addition to the resistance of the terrace. Well below $T^*$, where $\ell\gg L$, take $\ell$ out of the denominator instead:

$$p=\frac{L}{2\ell}\,\frac{1}{1+L/\ell}=\frac{L}{2\ell}\left(1-\frac{L}{\ell}+\dots\right).$$

Now the edge controls descent, and on cooling the leading share falls almost as $e^{-E_{ES}/k_BT}$.

The table gives values for $E_{ES}=0.10$ eV and $M=100$. They were obtained by solving the steady-state rate equations of the 99 sites as a linear system. The length comes from extrapolating the source-free density to zero, and the share from the current over the edge under uniform deposition.

| $T$ (K) | $E_{ES}/k_BT$ | $\ell/a$ | $p$ |
|---|---|---|---|
| 200 | 5.802 | 330.0 | 0.116 |
| 225 | 5.158 | 172.7 | 0.183 |
| 250 | 4.642 | 102.7 | 0.247 |
| 275 | 4.220 | 67.0 | 0.299 |
| 300 | 3.868 | 46.9 | 0.340 |

At 200 K, $L/\ell=100/330.0=0.303$. The leading low-temperature share is $0.303/2=0.152$, and the first correction brings it to $0.152\times(1-0.303)=0.106$, against the full value 0.116. At 300 K, $\ell/L=0.469$, and the high-temperature expansion with its first correction gives $0.5\times(1-0.469)=0.266$, against 0.340. Neither expansion is accurate over this range, because both require one length to be much larger than the other. The closed formula is the one to use near the crossover.

Near $T^*$ a different expansion is useful, in the small quantity $(T-T^*)/T^*$. Differentiating $\ell=a(e^{E_{ES}/k_BT}-1)$ gives

$$\frac{d\ln\ell}{d\ln T}
=\frac{T}{\ell}\,a\,e^{E_{ES}/k_BT}\left(-\frac{E_{ES}}{k_BT^2}\right)
=-\frac{E_{ES}}{k_BT}\,\frac{r}{r-1}.$$

At $T^*$ we have $r=101$ and $E_{ES}/k_BT^*=4.615$, so the slope is $-4.615\times101/100=-4.66$. To first order,

$$\frac{\ell}{L}\simeq1-4.66\,\frac{T-T^*}{T^*}.$$

At 250 K, 1.45 K below $T^*$, this gives $1+4.66\times1.45/251.4=1.027$, in agreement with the tabulated 1.027. A temperature change of one per cent changes $\ell$ by nearly five per cent. The share responds more gently: from 200 to 300 K, $\ell$ falls by a factor of seven while $p$ rises by a factor of about three.

## How far the estimate can be trusted

**The barrier.** $T^*$ is proportional to $E_{ES}$, so a relative error in the barrier passes to $T^*$ in full. Each 0.01 eV shifts it by 25 K. Barriers of 0.08 and 0.12 eV give 201 and 302 K. By comparison, the $0.55$ K correction from the $-1$ corresponds to a change of only about 0.0002 eV in the barrier.

**The terrace width.** This enters through a logarithm. Halving the terrace to 50 spacings raises $T^*$ to 295 K, and doubling it to 200 lowers it to 219 K.

**The prefactors.** Let $A=\nu/\nu'$. The condition $\ell=L$ becomes $A\,e^{E_{ES}/k_BT^*}=1+M$, hence

$$T^*=\frac{E_{ES}}{k_B\,[\ln(1+M)-\ln A]} .$$

For $A=10$ the bracket is $4.615-2.303=2.312$, and $T^*$ rises to 502 K. For $A=0.1$ it is $4.615+2.303=6.918$, and $T^*$ drops to 168 K. A factor of ten is not a small perturbation here, since $\ln10$ is half of $\ln101$. For this terrace, $A=10$ raises $T^*$ about as much as doubling the barrier would. If $A\ge1+M$, the length exceeds the terrace at every finite temperature and there is no crossover.

**Nucleation.** The length $\ell$ describes the edge and keeps its value if islands form on the terrace. The share $p$ does not, because islands then capture atoms that would have reached a step. Whether they form depends on the deposition rate, the terrace width, the edge barrier and the terrace hop rate $h$. Through $h$ it depends on $E_d$, even though $E_d$ cancels from $\ell$. Cooling slows the terrace hops, so at a given deposition rate the neglect of nucleation becomes harder to justify at low temperature. For the present case the restriction is severe. Let $F$ be the number of atoms deposited per site and unit time. At $T^*$ the peak density is about $0.28\,FM^2/h$. If a pair of atoms is already stable, a rough mean-field estimate gives about $0.2\,FM^6/h$ pair formations per $L\times L$ patch for each deposited monolayer. Nucleation-free flow on 100 spacings then needs $h/F$ of order $10^{11}$ or more. With $\nu=10^{13}$ s$^{-1}$ and 0.01 monolayer per second, this means $E_d$ of about 0.2 eV or less at 250 K. For $E_d=0.5$ eV, where $h\approx10^3$ s$^{-1}$, islands would form and $p$ would not apply.

## A second case: a terrace with two descending edges

On top of a long, straight-sided island, both edges descend. Every atom must eventually go down if no new island nucleates, so the barrier cannot change the share. It changes the density instead.

Let $F$ be the number of atoms deposited per site and unit time. In the interior, the steady state requires

$$h(n_{i+1}-2n_i+n_{i-1})=-F.$$

The solution symmetric about the centre is

$$n_i=\frac{F}{2h}\,i(N+1-i)+C,$$

because the second difference of $i(N+1-i)$ is $-2$. The constant $C$ follows from the edge. By symmetry half of the deposited atoms leave on each side, so $h'n_N=FN/2$ and $n_N=FNr/(2h)$. The parabola alone contributes $FN/(2h)$ at $i=N$. Subtracting,

$$C=\frac{FN}{2h}(r-1)=\frac{FN}{2h}\,\frac{\ell}{a}.$$

The barrier adds a uniform background proportional to $\ell$. At the centre, $i=(N+1)/2$, the barrier-free density is $F(N+1)^2/(8h)$. The ratio of the background to it is

$$\frac{C}{F(N+1)^2/(8h)}=\frac{4N}{(N+1)^2}\,\frac{\ell}{a}=\frac{4N}{N+1}\,\frac{\ell}{L}.$$

For $N=99$ and $\ell=L$ this is 3.96, so the central density is already about five times its barrier-free value at $T^*$. The background equals the barrier-free central density when $\ell$ is only about $L/4$, which happens at a higher temperature. The condition $\ell=L$ thus marks the halving of downward transport between unlike steps; for the density on top of an island, the same barrier matters sooner on cooling.

Numbers in the example were calculated in double precision.
